# Finite penetration depth of zero-order deposition in a porous slab

**A profile that runs out**

Boron nitride is deposited inside a porous slab from boron trifluoride and ammonia,

\[
\mathrm{BF_3+NH_3\to BN+3\,HF}.
\]

The slab is 2.0 mm thick, and BF3 is held at 2.0 Torr at its open face. A numerical solution gives BF3 pressures of 1.2925, 0.7389, 0.3390 and 0.0930 Torr at depths of 0.1, 0.2, 0.3 and 0.4 mm. Their square roots, starting from the face, are

\[
1.414,\quad 1.137,\quad 0.860,\quad 0.582,\quad 0.305 .
\]

Each step is 0.277, to within rounding. A line falling at this rate reaches zero near 0.51 mm, and the same solution contains no BF3 deeper than that. An exponential profile would never reach zero. Two things need explaining: the straight line in the square root, and the finite depth.

**The balance, and a thin slab first**

Let \(x\) be the depth from the open face and \(c(x)\) the reactant concentration per volume of gas, with \(c(0)=c_0\). The back, at \(x=L\), is sealed. The effective diffusivity \(D\) refers to the total cross-section, solid included, so the flux towards larger \(x\) is \(J=-Dc'\). The deposition rate \(r\) is counted in moles of reactant per total volume and time. The state is steady and isothermal, there is no convection, and \(D\) is uniform.

In a layer of thickness \(dx\), what enters minus what leaves is consumed:

\[
J(x)-J(x+dx)=r\,dx
\quad\Rightarrow\quad -J'=r
\quad\Rightarrow\quad Dc''=r .
\]

Zero-order deposition means \(r=k\), a constant, wherever reactant is present. If it is present throughout the slab, then \(c''=k/D\). No flux passes the sealed back, so \(c'(L)=0\), and one integration gives

\[
c'(x)=-\frac{k}{D}(L-x).
\]

A second integration, from the face, gives

\[
c(x)=c_0-\frac{k}{D}\left(Lx-\frac{x^2}{2}\right),
\qquad
c(L)=c_0-\frac{kL^2}{2D}.
\]

The lowest concentration is at the back. It is positive if and only if

\[
L<\lambda,\qquad \lambda=\sqrt{\frac{2Dc_0}{k}} .
\]

A slab thinner than \(\lambda\) therefore has no front and is coated at the same rate at every depth. For \(L=0.95\lambda\) the formula leaves \(c(L)=(1-0.95^2)c_0=0.0975\,c_0\), and the numerical solution agrees. For \(L=1.05\lambda\) the numerical solution has an exhausted region at the back.

At the limit \(L=\lambda\), inserting \(k/D=2c_0/\lambda^2\) gives

\[
c=c_0-\frac{2c_0}{\lambda^2}\left(\lambda x-\frac{x^2}{2}\right)
=c_0\left(1-\frac{x}{\lambda}\right)^2 .
\]

This is the straight line in \(\sqrt c\) seen above. Both \(c\) and \(c'\) vanish at the back, so more slab can be added behind it without disturbing anything.

**A thick slab**

For \(L>\lambda\) the thin-slab formula gives negative concentrations, because it lets the reaction continue without reactant. The rate law needs its missing half:

\[
r=k\ \text{ if } c>0,\qquad 0\le r\le k\ \text{ if } c=0 .
\]

The second part says that an exhausted place consumes whatever reaches it, up to \(k\). Throughout an interval where \(c=0\), the second derivative is zero, so the balance gives \(r=Dc''=0\). Nothing arrives there and nothing reacts.

Let the reactant end at an unknown depth \(s\), so that \(c(s)=0\). Integrating the balance over a short interval around \(s\) gives

\[
D\left[c'(s+\delta)-c'(s-\delta)\right]=\int_{s-\delta}^{s+\delta} r\,dx\le 2k\delta .
\]

The right side vanishes with \(\delta\), so the slope is continuous. It is zero beyond the front, hence \(c'(s)=0\). Integrating \(c''=k/D\) back from \(s\) twice gives

\[
c'(x)=-\frac{k}{D}(s-x),\qquad
c(x)=\frac{k}{2D}(s-x)^2 .
\]

The face condition \(c_0=ks^2/(2D)\) then fixes \(s=\lambda\). For \(L\ge\lambda\),

\[
c(x)=
\begin{cases}
c_0(1-x/\lambda)^2, & x<\lambda,\\
0, & x\ge\lambda,
\end{cases}
\qquad
r(x)=
\begin{cases}
k, & x<\lambda,\\
0, & x>\lambda .
\end{cases}
\]

This derivation assumed a single front. To exclude other solutions, take two of them, \(c_1\) and \(c_2\), with rates \(r_1\) and \(r_2\), and set \(w=c_1-c_2\). Then \(Dw''=r_1-r_2\). Multiply by \(w\) and integrate over the slab. The boundary term \(Dww'\) vanishes because \(w(0)=0\) and \(w'(L)=0\), which leaves

\[
D\int_0^L w'^2\,dx+\int_0^L (r_1-r_2)\,w\,dx=0 .
\]

Where \(c_1>c_2\ge0\), \(r_1=k\ge r_2\); where \(c_2>c_1\), both signs reverse. Neither integral can be negative, so both are zero. Then \(w'=0\), and \(w(0)=0\) makes \(w\) vanish everywhere.

The steady state is also approached in time. In a slab of thickness \(2.5\lambda\), calculations started with no reactant and with \(c=c_0\) throughout both ended within \(10^{-4}c_0\) of this profile.

**Uptake, and its two limits**

The flux entering a thick slab is

\[
N=-Dc'(0)=\frac{2Dc_0}{\lambda}=k\lambda=\sqrt{2Dkc_0}.
\]

The third form follows from \(2Dc_0=k\lambda^2\). It says that the uptake equals the rate \(k\) times the depth that is reacting.

For a thin slab the same count gives \(N=kL\), independent of \(c_0\). For a thick slab \(N\) grows as \(\sqrt{c_0}\) at fixed \(D\) and \(k\), although the local reaction is still of zero order. The extra reactant makes the reacting layer deeper, while the rate within that layer stays \(k\). A measured half-order uptake could therefore come from zero-order kinetics combined with diffusion.

**Numbers for the boron nitride slab**

The temperature is 1300 K. The pores have diameter \(d_0=2.0\) µm, porosity \(\varepsilon=0.40\) and tortuosity \(\tau=3.0\). In such pores at this pressure, molecules meet the walls far more often than each other, so I use the Knudsen diffusivity, with mean thermal speed \(v=637.1\) m/s:

\[
D_K=\frac{d_0v}{3}=4.247\ \mathrm{cm^2/s},\qquad
D=\frac{\varepsilon D_K}{\tau}=\frac{0.40\times4.247}{3.0}=0.566\ \mathrm{cm^2/s}.
\]

The coating grows at \(g=10\) nm/min with a density of 2000 kg/m³. This corresponds to a wall rate \(\omega=1.343\times10^{-5}\) mol/(m² s). Cylindrical pores have wall area \(4\varepsilon/d_0=8.00\times10^5\) m⁻¹ per total volume, so

\[
k=\frac{4\varepsilon\omega}{d_0}=10.74\ \mathrm{mol/(m^3\,s)} .
\]

With \(c_0=p/(RT)=0.02467\) mol/m³ and \(D\) in SI units,

\[
\lambda=\sqrt{\frac{2\times0.5663\times10^{-4}\times0.02467}{10.744}}\ \mathrm{m}
=0.510\ \mathrm{mm}.
\]

The numerical solution was not given this depth. Its last point containing reactant lies at 0.509 mm, on a grid of spacing 0.001 mm. The uptake is \(k\lambda=5.48\) mmol/(m² s). About three quarters of the 2.0 mm slab receives nothing.

Inserting the expressions for \(D\) and \(k\) shows what controls the depth:

\[
\lambda^2=2c_0\,\frac{\varepsilon d_0v}{3\tau}\,\frac{d_0}{4\varepsilon\omega}
=\frac{d_0^2\,v\,c_0}{6\tau\omega}.
\]

Porosity cancels: more pores carry more gas but also offer more wall. At fixed \(v\), \(c_0\), \(\tau\) and \(\omega\), the depth is proportional to the pore diameter, here 255 diameters.

**Softening the rate law**

A surface cannot sustain a constant rate down to zero concentration. A rate that saturates smoothly is

\[
r=\frac{kc}{K+c},
\]

where \(K\) is the concentration at which the rate is \(k/2\). Multiply \(Dc''=r\) by \(c'\), and integrate from deep in the slab, where \(c\) and \(c'\) tend to zero:

\[
\frac{D}{2}c'^2=k\int_0^c\frac{u\,du}{K+u}
=k\left[c-K\ln\left(1+\frac cK\right)\right].
\]

At the face this gives

\[
N=D|c'(0)|=\sqrt{2Dk\left[c_0-K\ln\left(1+\frac{c_0}{K}\right)\right]} .
\]

As \(K\to0\) the zero-order uptake returns. For \(K\gg c_0\), the expansion \(\ln(1+y)\approx y-y^2/2\) turns the bracket into \(c_0^2/(2K)\), so \(N=c_0\sqrt{Dk/K}\), the first-order result.

The sharp edge is lost for every \(K>0\). Where \(c\ll K\), the balance becomes \(Dc''=kc/K\), and the concentration decays exponentially over the length

\[
\ell=\sqrt{\frac{DK}{k}}=\lambda\sqrt{\frac{K}{2c_0}} .
\]

For \(K=0.01c_0\) in the example, \(\ell=0.036\) mm. The uptake is 0.977 of the zero-order value, and 6.3% of the deposit lies beyond \(\lambda\). The rate does not fall to 1% of \(k\) until 0.69 mm. A short decay length thus still moves the practical end of the coating noticeably.

How fast does this leakage vanish? Everything deposited beyond \(\lambda\) must cross \(\lambda\) as flux. Writing \(c(\lambda)=uK\), the first integral gives its share of the uptake:

\[
\frac{D|c'(\lambda)|}{N}\approx\sqrt{\frac{K}{c_0}}\,\sqrt{u-\ln(1+u)},
\]

with \(N\) replaced by its zero-order value. To find \(u\), write \(\lambda\) as an integral of \(dc/|c'|\) in both models. The softened profile falls from \(c_0\) to \(uK\) over this distance, and the zero-order one from \(c_0\) to 0. Equating the two and setting \(c=Kq\) gives

\[
\int_u^{c_0/K}\left[\frac{1}{\sqrt{q-\ln(1+q)}}-\frac{1}{\sqrt q}\right]dq=2\sqrt u .
\]

For large \(q\) the integrand behaves as \(\ln q/(2q^{3/2})\), so the integral converges and \(u\) tends to a constant as \(K/c_0\to0\). The share then falls as \(\sqrt{K/c_0}\).

The computed shares are 6.28%, 2.29% and 0.77% for \(K/c_0=10^{-2}\), \(10^{-3}\) and \(10^{-4}\). Divided by \(\sqrt{K/c_0}\), they give 0.63, 0.72 and 0.77, which is still rising slowly. The finite upper limit of the integral makes \(u\) smaller at larger \(K/c_0\), and this outweighs the small reduction of \(N\).

Gas kinetics sets a floor to \(K\). Walls receive at most \(cv/4\) molecules per area and time, in moles, so the rate \(\omega\) cannot be maintained below \(c_*=4\omega/v\). If every collision below that concentration led to deposition, the tail length would be \(\sqrt{Dc_*/k}=0.67\) µm. This is shorter than a pore diameter, where an averaged description of the medium has already lost its meaning.

**Letting the pores close**

So far the pores have kept their width. The coating narrows them, and the step in the deposition rate need not become a step in coating thickness.

Consider cylindrical pores of fixed number and tortuosity, with current diameter \(d\). Then \(\varepsilon\propto d^2\) and \(D_K\propto d\), so \(D\propto d^3\). The wall area per volume, \(4\varepsilon/d\), makes \(k\propto d\). Hence \(\lambda\propto\sqrt{D/k}\propto d\).

The gas adjusts to the pores in about \(\varepsilon\lambda^2/D=1.8\) ms, while closure takes 100 min, so the steady solution applies at each moment. The front can only retreat as the pores narrow. Every point still ahead of it has therefore been coated since the start, and all such points share the diameter \(d_0-2gt\). This uniformity is what the formula for \(\lambda\) requires, so

\[
\lambda(t)=\lambda_0\left(1-\frac{2gt}{d_0}\right),
\]

where \(\lambda_0\) is the initial depth. A point \(x<\lambda_0\) stops growing when the front passes it, at

\[
t_x=\frac{d_0}{2g}\left(1-\frac{x}{\lambda_0}\right).
\]

Its final coating thickness is

\[
h(x)=g\,t_x=\frac{d_0}{2}\left(1-\frac{x}{\lambda_0}\right).
\]

The final coating is a wedge: thickest at the mouth, which closes at \(t=d_0/(2g)=100\) min, and zero at \(\lambda_0\). The remaining diameter is \(d_0-2h=d_0x/\lambda_0\), so the filled fraction of the original pore volume is \(1-(x/\lambda_0)^2\). Its average over the depth \(\lambda_0\) is \(1-1/3=2/3\).

A calculation that advanced the pore diameters in time, and solved for the front at each step, was stopped at 95% of the closure time. It gave a front at \(0.500\lambda_0\) at half closure, a coating of 500 nm at half depth, and a filled share of 0.666. All three agree with the wedge.

A slab with \(L<\lambda_0\) provides the other limit. Its coating stays uniform until \(\lambda(t)=L\), when the thickness is \((d_0/2)(1-L/\lambda_0)\). Under the assumptions of this section, that is the thickest uniform coating obtainable. Starting with \(L\) just below \(\lambda_0\) leaves almost no room for one.

**The other gases**

For the calculation to hold, ammonia must outlast BF3, and the rate must not depend on the ammonia or HF pressure. Let \(\nu_j\) be the number of molecules of gas \(j\) produced per BF3 consumed, negative if consumed. Its balance is \(D_jc_j''=-\nu_jr=-\nu_jDc''\), so \(D_jc_j+\nu_jDc\) has zero second derivative. Its slope is zero at the sealed back, so it is constant. Between face and front,

\[
c_j(\lambda)-c_j(0)=\nu_j\frac{D}{D_j}c_0 .
\]

In Knudsen diffusion \(D/D_j=\sqrt{M_j/M}\), with \(M\) the molar mass of BF3. Ammonia falls by 1.00 Torr, from 8.0 to 7.00 Torr, and is not exhausted. HF rises by 3.26 Torr. The total pressure changes by \(-2.00-1.00+3.26=+0.26\) Torr. The viscous flow this drives carries about \(2.5\times10^{-4}\) of the diffusive flux of BF3, and about four times that share for the more abundant ammonia, which supports the neglect of convection.

**Beside a real preform**

The pressures, pore size and growth rate are rough typical values for infiltrating a fibre preform. The zero order in BF3 is an assumption, not a measured rate law, and the jump in deposition rate at the front rests on it. Zero order in ammonia and no inhibition by HF are assumed as well. If the rate were first order in ammonia, it would fall to 7/8 of its face value at the front, and the depth would grow to about 0.54 mm. With \(K=0.01c_0\), the depth at which the rate is 1% of \(k\) moves from 0.51 to 0.69 mm. The straight wedge and the filled share of 2/3 belong to cylindrical pores and the sharp rate law. Between growing fibres the walls are convex. At fixed tortuosity \(\lambda\) then follows \(4\varepsilon/S\), with \(S\) the wall area per volume, which does not fall linearly in time, so the final profile has another shape. Real preforms also contain gaps of different widths; for separate slabs with uniform pores, doubling the width doubles \(\lambda\), other quantities in its formula being fixed.

The face pressure is not the reactor pressure either. Across an assumed 5 mm stagnant gas film, the BF3 drop is 9.9% of the face value with a rough hard-sphere diffusivity of 112 cm²/s; Lennard-Jones parameters give about 160 cm²/s and 7%. If 2.0 Torr were instead the pressure outside the film, the ratio \(y\) of the new depth to the old would obey \(y^2+0.099y=1\), because the face concentration scales as \(y^2\) and the flux as \(y\). This gives \(y=0.95\), a depth 5% smaller, or 4 to 6% when the uncertain diffusivity and the net outflow of gas through the film are counted. The same film leaves 0.3 to 0.5 Torr of HF at the face.

Collisions between molecules reduce the depth by roughly 2%. The reverse reaction leaves about 0.001 to 0.004 Torr of BF3 beyond the front, so there the net rate vanishes but the concentration does not quite. Room-temperature reaction enthalpy and entropy with no HF at the face give 0.0035 Torr; heat-capacity corrections to 1300 K lower this by a factor of two to three, and HF at the face raises it by about a quarter. The reverse reaction also blurs the front. If the net rate is taken as \(k(1-Q/K_{\mathrm{eq}})\), with \(Q\) the reaction quotient, it acts near the front like the saturating law with \(K\) equal to the residual concentration, and the depth at which the rate is 1% of \(k\) moves to about 0.55 to 0.60 mm. Reaction cooling is roughly 0.15 K. Ammonia decomposition and gas-phase intermediates are left out and have not been estimated. The inputs behind these rough estimates are named in the program.

## Values computed for the example and the checks

```
temperature: 1300 K
BF3 and NH3 pressure at face: 2.0 and 8.0 Torr
pore diameter: 2.0 um
porosity: 0.40, tortuosity: 3.0
wall growth rate: 10.0 nm/min
BN deposit density: 2000 kg/m3
slab thickness: 2.0 mm
BF3 concentration c0: 0.02467 mol/m3
BF3 mean thermal speed: 637.1 m/s
Knudsen diffusivity in pore: 4.247 cm2/s
effective diffusivity D: 0.5663 cm2/s
wall deposition rate: 1.343e-05 mol/(m2 s)
pore wall area per volume: 8.00e+05 1/m
volume deposition rate k: 10.744 mol/(m3 s)
penetration depth, formula: 0.5100 mm
penetration depth, solver: 0.5090 mm
solver grid spacing: 0.0010 mm
BF3 at 0.1 mm: solver 1.2925, formula 1.2925 Torr
BF3 at 0.2 mm: solver 0.7389, formula 0.7389 Torr
BF3 at 0.3 mm: solver 0.3390, formula 0.3390 Torr
BF3 at 0.4 mm: solver 0.0930, formula 0.0930 Torr
uptake per face area: 5.479 mmol/(m2 s)
mouth closure time: 100.0 min
front/initial depth at half closure: 0.500
simulation stopped at closure fraction: 0.95
coating at half depth, simulated: 500 nm
coating at half depth, wedge: 500 nm
filled pore share within depth, simulated: 0.666
deposit beyond depth, K/c0=1e-02: 6.28 %
deposit beyond depth, K/c0=1e-03: 2.29 %
deposit beyond depth, K/c0=1e-04: 0.77 %
uptake ratio to zero order, K/c0=0.01: 0.9767
tail decay length, K/c0=0.01: 0.0361 mm
rate down to 1% of k, K/c0=0.01: 0.693 mm
tail length set by wall collisions: 0.67 um
molecular diffusivity (rough): 112 cm2/s
depth loss by molecular collisions: 1.8 %
NH3 pressure beyond front: 7.00 Torr
HF pressure rise to front: 3.26 Torr
total pressure rise to front: 0.26 Torr
viscous/diffusive flux ratio: 2.5e-04
equilibrium constant (rough): 1.9 bar
BF3 left by reverse reaction (rough): 0.0035 Torr
cooling by reaction (rough): 0.15 K
outer gas film thickness assumed: 5.0 mm
BF3 drop over film / face value: 9.9 %
diffusion settling time: 1.84 ms
```
